# Real hydration free energy of the silver ion from electrode data

**Question**

I am working on electrochemical metallization memory cells, in which a silver electrode dissolves as Ag$^+$ and the ions are later reduced to form a filament. An exercise asks for the real hydration free energy of one silver ion at room temperature. The data are rounded tabulated values:

- free energy of atomization of solid silver, 2.55 eV per atom
- first ionization energy of the atom, 7.58 eV
- standard potential of Ag$^+$/Ag, 0.80 V against the hydrogen electrode
- absolute potential of the hydrogen electrode, 4.44 V

I tried a cycle. Making a gaseous ion costs $2.55+7.58=10.13$ eV, and the electrode potential says that dissolving silver costs 0.80 eV. Hydration should then supply the difference, $0.80-10.13=-9.33$ eV. That ignores the 4.44 V, and I don't know where it enters or with which sign. I also expected to need the work function of silver, since an electron leaves the metal, but it isn't given. Finally, what does "real" mean here, and does it change the number?

**Answer**

Your two roads end with the electron in different places. The ionization energy leaves it at rest in vacuum, whereas the 0.80 V refers to an electron that has gone to the hydrogen electrode. The 4.44 V supplies the missing step. To fix its sign, and to see why no work function is needed, it helps to write the equilibrium of each electrode.

**Conventions**

I use atomic units in the algebra, so the elementary charge is 1 and a potential is also the energy of a unit positive charge. In the numbers, a potential in volts thus corresponds to the same number of electronvolts per elementary charge. I keep Boltzmann's constant $k$ visible. The temperature is 298.15 K, where $kT=0.02569$ eV. Gases are ideal, with a standard pressure $p^\circ$ of 1 bar, and the dissolved ion has a standard concentration $c^\circ$ of 1 mol/L. The free electron is at rest in vacuum just outside the water surface and carries no entropy.

Two electrical potentials belong to the water: the inner potential $\phi_w$, inside the liquid, and the outer potential $\psi_w$, in vacuum just outside it. They differ by the surface potential

$$\chi=\phi_w-\psi_w ,$$

which arises from the charge distribution at the surface. Let $\mu_+^{aq}$ and $\mu_+^{g}$ be the standard chemical potentials of Ag$^+$ in water and in the gas, without the electrical terms. Moving the ion from just outside the water to its interior changes the free energy by

$$\alpha=(\mu_+^{aq}+\phi_w)-(\mu_+^{g}+\psi_w)
=G_{bulk}+\chi,\qquad G_{bulk}=\mu_+^{aq}-\mu_+^{g}.$$

This $\alpha$ is the real hydration free energy. "Real" means that the work of crossing the surface is included. The bulk part $G_{bulk}$ leaves it out.

**Where the 4.44 V enters**

At the silver electrode the reaction is

$$\mathrm{Ag(s)}\rightleftharpoons \mathrm{Ag^+(aq)}+e^-(\mathrm{in\ Ag}).$$

Let $\mu_s$ be the chemical potential of solid silver, $\mu_e^{Ag}$ that of the electrons in the metal, and $\phi_{Ag}$ the inner potential of the metal. The electron has charge $-1$, so its electrical energy is $-\phi_{Ag}$. Equilibrium requires

$$\mu_s=\mu_+^{aq}+\phi_w+\mu_e^{Ag}-\phi_{Ag}. \tag{1}$$

Now take an electron from this electrode to the vacuum just outside the water. Its final energy is $-\psi_w$, so the work is

$$W_{Ag}=-\psi_w-(\mu_e^{Ag}-\phi_{Ag}).$$

Equation (1) gives $\mu_e^{Ag}-\phi_{Ag}=\mu_s-\mu_+^{aq}-\phi_w$. Inserting this,

$$W_{Ag}=\mu_+^{aq}-\mu_s+\phi_w-\psi_w
=\mu_+^{aq}+\chi-\mu_s. \tag{2}$$

The electron level of the metal has dropped out. What remains is the free energy of

$$\mathrm{Ag(s)}\rightarrow\mathrm{Ag^+(aq)}+e^-(\mathrm{vacuum}).$$

This is why you don't need the work function of silver. A metal with a different electron level would take up a different inner potential at equilibrium, and the two changes would compensate.

The same argument applies to the hydrogen electrode, where half an H$_2$ molecule becomes a dissolved H$^+$ and an electron in platinum. The corresponding work, $W_H=-\psi_w-\mu_e^{Pt}+\phi_{Pt}$, is the absolute potential $E_H$ in our units, so $W_H=E_H$.

A voltmeter compares two leads of the same metal, say copper. Electrons equilibrate between each lead and its electrode:

$$\mu_e^{Cu}-\phi_1=\mu_e^{Ag}-\phi_{Ag},\qquad
\mu_e^{Cu}-\phi_2=\mu_e^{Pt}-\phi_{Pt}.$$

Subtracting the first equation from the second cancels the copper term:

$$\phi_1-\phi_2=(\phi_{Ag}-\mu_e^{Ag})-(\phi_{Pt}-\mu_e^{Pt}).$$

The left side is the standard potential $E_{Ag}$, provided that both electrodes are in their standard states and no junction between different liquids adds a voltage. On the right, adding and subtracting $\psi_w$ gives $W_{Ag}-W_H$. Therefore

$$W_{Ag}=E_{Ag}+E_H. \tag{3}$$

Both potentials enter with a plus sign. In numbers, $W_{Ag}=0.80+4.44=5.24$ eV.

Your $-9.33$ eV can now be interpreted. Apart from a small spin term of 0.018 eV derived below, it is the free energy of hydrating the gaseous ion *and* moving the vacuum electron to the hydrogen electrode. The second process releases 4.44 eV, which has to be removed from the hydration term.

**The gas-phase road, including a small spin term**

The same overall change can be made by atomizing silver, ionizing the atom and hydrating the ion. With $G_{at}$ for atomization and $G_{ion}$ for ionization at the standard pressure,

$$W_{Ag}=G_{at}+G_{ion}+\alpha. \tag{4}$$

An ionization energy $I$ is an energy difference between ground states. The free energy $G_{ion}$ also depends on how many states each species has. The silver atom has one unpaired 5s electron, with two spin states. The ion has a closed shell and one electronic state. Higher electronic states are neglected at room temperature.

To find the resulting term, let the gas exchange electrons with a reservoir of chemical potential $\mu$. Take the electronic energy of the ion as zero and that of the atom as $-I$. The statistical weights are

$$w_+=1,\qquad w_0=2e^{(I+\mu)/kT}.$$

The factor 2 counts the spin states. The populations are equal when $w_0=w_+$, and taking the logarithm gives

$$\ln2+\frac{I+\mu}{kT}=0,\qquad \mu=-I-kT\ln2.$$

Equal populations mean equal partial pressures of atoms and ions, so the pressure terms cancel in the equilibrium condition $\mu_0^g=\mu_+^g+\mu$, where $\mu_0^g$ is the standard chemical potential of the atomic gas. Since the vacuum electron at rest contributes zero,

$$G_{ion}=\mu_+^g-\mu_0^g=-\mu=I+kT\ln2. \tag{5}$$

The ion is also lighter than the atom by one electron mass. This changes its translational free energy by $2.0\times10^{-7}$ eV, which can be dropped.

The spin term has a simple role. The free energy of the atomic gas, and hence $G_{at}$, already contains $-kT\ln2$ from the two spin states. The ion does not have this freedom, so ionization must give the term back.

**The result**

Set the right sides of (3) and (4) equal, insert (5), and solve for $\alpha$:

$$E_{Ag}+E_H=G_{at}+I+kT\ln2+\alpha,$$

$$\boxed{\alpha=E_{Ag}+E_H-G_{at}-I-kT\ln2.} \tag{6}$$

The first four terms give

$$0.80+4.44-2.55-7.58=-4.890\ \mathrm{eV}.$$

The spin term is 0.0178 eV, so

$$\alpha=-4.890-0.0178=-4.908\ \mathrm{eV}\approx-4.9\ \mathrm{eV},$$

or about $-474$ kJ/mol.

The terms show how hydration makes dissolution possible. A gaseous ion and a vacuum electron lie about 10.15 eV above the solid. Hydration lowers this to 5.24 eV. Moving the electron to the hydrogen electrode returns another 4.44 eV and leaves 0.80 eV. This remainder is positive, so under standard conditions silver does not dissolve by reducing H$^+$ to hydrogen.

**What the data can and cannot separate**

The cycle determines the sum $G_{bulk}+\chi$. To see why the cell voltage cannot separate its parts, write (2) for both electrodes and subtract:

$$E_{Ag}=(\mu_+^{aq}+\chi-\mu_s)-(\mu_{H^+}^{aq}+\chi-\tfrac12\mu_{H_2})
=\mu_+^{aq}-\mu_s-\mu_{H^+}^{aq}+\tfrac12\mu_{H_2}.$$

The surface potential cancels from the voltage. It remains in $E_H$, whose electron ends outside the water, and from there it enters $\alpha$.

I tested this by solving the equilibrium equations of the complete cell numerically. With all bulk quantities held fixed, changing $\chi$ from $+0.1$ to $-0.1$ V left the voltage unchanged and lowered $\alpha$ by 0.2 eV. In a further 200 cells with arbitrary metal levels, surface potentials between $-1$ and $1$ V, and bulk hydration energies between $-7$ and $-3$ eV, the formula recovered the real value put into each cell to within $2.2\times10^{-15}$ eV. This tests the bookkeeping of the cycle, not the tabulated data.

Electrochemical estimates often put the surface potential of water at roughly 0.1 V, with an uncertain sign. With such a value, the bulk free energy differs from the real one by about 0.1 eV in either direction. The size depends on how the inner potential is defined. An average of the electrostatic potential that includes the interior of the water molecules, as electronic-structure calculations often report, gives a $\chi$ of several volts. $G_{bulk}$ then shifts by the opposite amount, and $\alpha$ stays the same. If you meet another "absolute" hydrogen potential, first ask where its electron ends. A scale from which the surface term has been removed has $E_H'=E_H-\chi$. Putting $E_H'$ into (6) gives $\alpha-\chi=G_{bulk}$, a different quantity from the one asked for here. Then ask how the electron is counted. Some tables treat it as a Fermi-Dirac gas at 1 bar and assign it a free energy of $-0.038$ eV at 298 K, measured from its enthalpy at 0 K. This lowers $E_H$ and $G_{ion}$ by the same amount, so $\alpha$ is unchanged if both follow one convention. Such an $E_H$ put into (6) as written would make $\alpha$ too negative by about 0.04 eV.

There is a useful second case. For a neutral pair of Ag$^+$ and a singly charged anion X$^-$, the surface work of the anion is $-\chi$. Hence

$$\alpha_{Ag}+\alpha_X=(G_{bulk,Ag}+\chi)+(G_{bulk,X}-\chi)
=G_{bulk,Ag}+G_{bulk,X}.$$

For the pair, the distinction between real and bulk values disappears. For a single ion it does not.

**The standard state matters at the second digit**

The value $-4.908$ eV starts from an ion gas at 1 bar and ends at 1 mol/L. Some calculations use 1 mol/L on both sides. An ideal gas of that concentration has a pressure of 24.79 bar. With the volume per particle $v=kT/p$, compressing the gas from $p^\circ$ to this pressure raises its free energy per particle by

$$\int_{p^\circ}^{c^\circ kT}v\,dp=\int_{p^\circ}^{c^\circ kT}\frac{kT}{p}\,dp
=kT\ln\frac{c^\circ kT}{p^\circ}=0.0825\ \mathrm{eV},$$

where $c^\circ$ is written as a number density. The starting state is now higher while the final state is unchanged, so the hydration free energy is more negative:

$$\alpha_c=\alpha-0.0825\ \mathrm{eV}=-4.990\ \mathrm{eV}.$$

Both numbers describe the same ion in the same water. A comparison between sources must use the same convention.

**Is the size reasonable?**

A simple estimate treats the ion as a charged sphere of radius $R$ in a continuous dielectric of relative permittivity $\varepsilon$. This is the Born model. In atomic units the field outside the sphere is $1/(\varepsilon r^2)$, and its energy density is $\varepsilon/(8\pi)$ times the field squared, or $1/(8\pi\varepsilon r^4)$. Subtracting the vacuum value and integrating over spherical shells gives

$$\Delta G=\int_R^\infty4\pi r^2\,\frac{1}{8\pi r^4}
\left(\frac1\varepsilon-1\right)dr
=-\frac12\left(1-\frac1\varepsilon\right)\int_R^\infty\frac{dr}{r^2}
=-\frac{1}{2R}\left(1-\frac1\varepsilon\right).$$

The model charges an ion at a fixed position, so it contains no change of concentration, and $\alpha_c$ is the value to compare with it. Setting $\Delta G=\alpha_c$ gives

$$R=\frac{1-1/\varepsilon}{2|\alpha_c|}.$$

With $\varepsilon=78.4$ for water, this is 1.42 angstrom. An atomic length is what one would hope for, but this $R$ is an effective parameter. It absorbs the surface term and the molecular structure of the water near the ion. It is not a measured ionic radius, and the estimate does not confirm the second digit of $\alpha$.

The atomization free energy can be checked separately. I estimated $G_{at}$ by treating solid silver as a Debye crystal and the vapour as an ideal gas of atoms with two spin states. A rough cohesive energy of 2.95 eV at 0 K and a rough Debye temperature of 225 K give 2.548 eV, against the input of 2.55 eV. Agreement at the third decimal is finer than these rough inputs justify. The comparison does show that 2.55 eV is a *free* energy at room temperature. Using the cohesive energy in its place would make $\alpha$ too negative by about 0.4 eV, because the entropy gained by the vapour would be missing.

**How many digits to keep**

Rounding of the three silver inputs can contribute at most $3\times0.005=0.015$ eV. A rough uncertainty of 0.02 V in the absolute hydrogen potential brings the sum to 0.035 eV. I would therefore report $-4.9$ eV, or $-4.91$ eV if the uncertainty is stated beside it. The spin term is smaller than this combined uncertainty, but its sign and size are known, so there is no reason to omit it.

**What this means for a memory cell**

The calculation describes silver in contact with liquid water at 1 mol/L. A metallization cell may contain moisture in a porous oxide, or a nearly dry solid electrolyte, so the agreement in material does not make the environments equivalent. Three changes can be sized:

- *Dilution.* At a silver-ion activity of 0.001, roughly 1 mmol/L if the solution is nearly ideal, the electrode potential shifts by $kT\ln(0.001)$, or $-0.177$ V. It falls from 0.80 to 0.623 V. The standard value $\alpha$ does not change, because it is defined at unit activity.

- *Temperature.* Consider use at 358.15 K (85 °C), which is 60 K warmer. Rough, constant temperature coefficients of $-1.0$ mV/K for silver against hydrogen and $+0.9$ mV/K for the absolute hydrogen electrode change $E_{Ag}+E_H$ by $-0.006$ V. The Debye and ideal-gas estimate changes $G_{at}$ by $-0.082$ eV, and the spin term grows by 0.0036 eV. Equation (6) then gives a change of $+0.073$ eV in $\alpha$ when unrounded values are used. Read this as roughly $+0.07$ eV. The hydrogen slope reflects the bulk entropy of H$^+$ and leaves out any drift of $\chi$, which would move the result by 0.006 eV for each 0.1 mV/K, and neglected heat capacities add a few meV. Hydration is slightly weaker at the higher temperature. The change in $G_{at}$ is the largest term in this sum, but it is not the physical cause, since $\alpha$ does not depend on the solid. A free energy that rises with temperature means that the entropy falls in the process, here when the gaseous ion enters the water. Part of this entropy loss is only the compression from 1 bar to 1 mol/L. The term $kT\ln(c^\circ kT/p^\circ)$ grows by 0.022 eV over the 60 K, so $\alpha_c$ changes by about $+0.05$ eV.

- *A less polarizable environment.* Confined water need not have the permittivity of bulk water. As an illustration, keep $R$ fixed in the Born model and lower $\varepsilon$ from 78.4 to 10. The factor $1-1/\varepsilon$ falls from 0.987 to 0.900, so $\alpha_c$ becomes $-4.990\times0.900/0.987\approx-4.55$ eV. The shift of about 0.4 eV exceeds the other two. The chosen permittivity is not a measured device value, and a dry oxide that binds Ag$^+$ at specific sites needs its own solvation energy.

Nor is $-4.9$ eV a switching voltage or a barrier to ion motion. Suppose silver dissolves at one electrode and deposits on silver already present at the other, with the same ion activity at both. The free energy of the dissolved ion enters once with a plus sign and once with a minus sign, so $\alpha$ cancels from the equilibrium voltage. The voltage needed to switch a device at a useful speed also depends on nucleation, charge transfer and ion migration, none of which appears in this thermodynamic cycle.

The numerical output below lists the inputs, the separate terms and the estimates, except the one for a permittivity of 10, which is worked out above, and the side corrections quoted for the electron convention and for warming. The line called "Three-term hydration estimate" is the sum of the first four terms of (6), without the spin term.

## Values computed for the example and the checks

```
Temperature: 298.15 K
Thermal energy kT: 0.02569 eV
Input atomization free energy: 2.55 eV
Input ionization energy: 7.58 eV
Input silver standard potential: 0.80 V
Input absolute hydrogen potential: 4.44 V
Absolute silver potential: 5.24 V
Atomization plus ionization energy: 10.13 eV
Spin term kT ln 2: 0.0178 eV
Ionization free energy: 7.5978 eV
Ion mass correction: 2.0e-07 eV
Three-term hydration estimate: -4.890 eV
Real hydration free energy: -4.908 eV
Same result per mole: -474 kJ/mol
Gas pressure at 1 mol/L: 24.79 bar
Gas standard-state term: 0.0825 eV
Real value, both at 1 mol/L: -4.990 eV
Input water relative permittivity: 78.4 (no unit)
Effective Born radius: 1.42 angstrom
Largest recovery error in cells: 2.2e-15 eV
Cell voltage recovered from alpha: 0.800 V
Rough cohesive energy input: 2.95 eV
Rough Debye temperature input: 225 K
Model atomization free energy: 2.548 eV
Input rounding bound: 0.015 eV
Rough absolute-electrode error: 0.02 V
Combined input bound: 0.035 eV
Rough water surface potential size: 0.1 V
Dilute silver-ion activity: 0.001 (no unit)
Electrode shift on dilution: -0.177 V
Dilute silver electrode potential: 0.623 V
Warm use temperature: 358.15 K
Rough silver slope vs hydrogen: -1.0 mV/K
Rough absolute hydrogen slope: 0.9 mV/K
Electrode part of warming: -0.006 eV
Atomization change on warming: -0.082 eV
Spin-term change on warming: 0.0036 eV
Hydration change on warming: 0.073 eV
```
